# Implanted Compound in a Receding Sputter Target Without Surface Chemisorption: test program

```python
"""
Result under test: reactive-ion implantation alone maintains compound in a
receding sputter target, and can give two stable states at one beam composition.

Steady profile: w = theta/(1-theta) obeys
  w(z) = int_z^inf kappa*phi*S(y)*exp(-kappa*int_z^y (1-phi*S)) dy
theta : fraction of metal atoms bound in compound
S(z)  : fraction of implanted atoms that stop deeper than z
phi   : implanted flux / (s * metal density * recession speed)
kappa : k * s * metal density / recession speed
s     : reactive atoms per metal atom in the compound
c     : implanted reactive atoms per incident ion
Implantation density p(z) = z*exp(-z/a)/a^2.  Lengths in nm, times in s.
Depth is metal areal density divided by the density of the pure metal.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson, solve_ivp, quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

# Rough values for chromium under a mixed argon / nitrogen ion beam
n0 = 83.0             # Cr atoms per nm^3 in the metal
n_nitride = 56.0      # Cr atoms per nm^3 in CrN
a = 0.6               # depth scale of implantation, nm
s = 1.0
Ym, Yc = 1.2, 0.3     # Cr atoms removed per ion, metal and nitride
c_example = 0.36
k_example = 1.0       # chosen reaction constant, nm^3/s
current = 1.0         # mA/cm^2
ion_energy = 500.0    # eV
J = current * 1e-3 / const.e / 1e14
delta_Y = Ym - Yc
mean_depth = quad(lambda z: z * z * np.exp(-z / a) / a**2, 0, 60 * a)[0]


def deeper(x):
    """S as a function of x = z/a."""
    return (1 + x) * np.exp(-x)


def deeper_integral(x):
    """Integral of S from 0 to x."""
    return 2 - (2 + x) * np.exp(-x)


def metal_fraction(x, phi, K):
    """1-theta from the derived integral; K = kappa*a."""
    y = np.linspace(x, x + 3 + 3 * phi + 40 / K, 20001)
    exponent = -K * ((y - x) - phi * (deeper_integral(y) - deeper_integral(x)))
    w = simpson(K * phi * deeper(y) * np.exp(exponent), x=y)
    return 1 / (1 + w)


def follow_layer(phi, K, stoich, x_end):
    """Integrate the raw kinetics of one layer carried towards the surface."""
    x_start = 35.0

    def rates(u, q):
        metal, free, compound = q
        x = x_start - u
        reaction = K / stoich * metal * free
        source = stoich * phi * x * np.exp(-x)
        return [-reaction, source - stoich * reaction, reaction]

    sol = solve_ivp(rates, (0, x_start - x_end), [1.0, 0.0, 0.0],
                    method="LSODA", rtol=1e-9, atol=1e-13, max_step=0.2)
    assert sol.success
    return sol.y[:, -1]


# Profile, total inventory and weak-implantation limit against raw kinetics
profile_error = 0.0
for phi, K, stoich in [(0.4, 2.0, 1.0), (0.8, 20.0, 2.0), (1.2, 60.0, 1.5)]:
    for x in (0.0, 1.0, 2.5):
        metal, free, compound = follow_layer(phi, K, stoich, x)
        error = abs(compound - (1 - metal_fraction(x, phi, K)))
        profile_error = max(profile_error, error)
        assert abs(free + stoich * compound - stoich * phi * deeper(x)) < 1e-6
assert profile_error < 1e-5
for K in (0.5, 3.0):
    compound = follow_layer(1e-4, K, 1.0, 0.0)[2]
    assert compound > 0
    assert abs(compound / 1e-4 - (1 - 1 / (1 + K)**2)) < 1e-3


def steady_metal_fractions(c, k):
    """All self-consistent surface metal fractions at finite reaction rate."""
    def mismatch(m):
        Y = Ym * m + Yc * (1 - m)
        return metal_fraction(0.0, c / (s * Y), k * s * n0**2 * a / (J * Y)) - m
    grid = np.linspace(0, 1, 161)
    values = [mismatch(m) for m in grid]
    return [brentq(mismatch, grid[i], grid[i + 1], xtol=1e-14)
            for i in range(len(grid) - 1) if values[i] * values[i + 1] < 0]


# Time marching: each step removes one cell, so the time step follows the yield
cells, dz = 2000, a / 100
centres = (np.arange(cells) + 0.5) * dz
mid_step = np.arange(cells) * dz
implant = mid_step * np.exp(-mid_step / a) / a**2


def march(metal, free, c, steps, k=k_example):
    """Full kinetics with composition-dependent recession."""
    metal, free = metal.copy(), free.copy()
    times, surface, t = [], [], 0.0
    for _ in range(steps):
        Y = Ym * metal[0] + Yc * (1 - metal[0])
        dt = dz * n0 / (J * Y)
        half_source = 0.5 * c * dz / Y * implant
        free += half_source
        excess = free - s * metal
        excess = np.where(abs(excess) < 1e-12, 1e-12, excess)
        exponent = k * n0 * dt * excess
        metal = metal * np.exp(-exponent) / (
            1 - s * metal * np.expm1(-exponent) / excess)
        free = excess + s * metal + half_source
        metal[:-1], free[:-1] = metal[1:].copy(), free[1:].copy()
        metal[-1], free[-1] = 1.0, 0.0
        t += dt
        times.append(t)
        surface.append(1 - metal[0])
    return metal, free, np.array(times), np.array(surface)


bare = (np.ones(cells), np.zeros(cells))
early = march(*bare, c_example, 20)
early_theta = 1 - early[0]
assert early_theta.argmax() > 10 and early_theta[0] < 0.5 * early_theta.max()
low = march(*bare, c_example, 6000)
history = march(*bare, 0.6, 4000)
high = march(history[0], history[1], c_example, 6000)
roots = steady_metal_fractions(c_example, k_example)
assert len(roots) == 3
assert abs(low[0][0] - roots[2]) < 4e-3
assert abs(high[0][0] - roots[0]) < 4e-3
for state in (low, high):
    assert np.all(np.diff(state[0]) > -1e-9)

# Control: remove nitrogen from the beam, leaving sputtering on
off = march(high[0], high[1], 0.0, 1500)
assert off[3][-1] < 1e-3
clear_index = np.flatnonzero(off[3] > 0.01)[-1] + 1
clear_time, clear_depth = off[2][clear_index], (clear_index + 1) * dz


def march_fast(total, c, steps):
    """Instant reaction: follow only total reactive content / (s*n0)."""
    total = total.copy()
    times, surface, t = [], [], 0.0
    for _ in range(steps):
        Y = Ym - delta_Y * min(1.0, total[0])
        total += c * dz / (s * Y) * implant
        total[:-1] = total[1:].copy()
        total[-1] = 0.0
        t += dz * n0 / (J * Y)
        times.append(t)
        surface.append(total[0])
    return np.array(times), np.array(surface)


# Fold positions tested by histories just inside and outside the window
c_lower, c_upper = s * Yc, s * Ym**2 / (4 * delta_Y)
empty = np.zeros(cells)
loaded = 1.2 * deeper(centres / a)
assert march_fast(empty, c_upper - 0.01, 20000)[1][-1] < Ym / (2 * delta_Y)
assert march_fast(empty, c_upper + 0.01, 20000)[1][-1] > 1
assert march_fast(loaded, c_lower + 0.01, 20000)[1][-1] > 1
assert march_fast(loaded, c_lower - 0.01, 20000)[1][-1] < 0.5

# Growth rate away from the middle state
root_term = np.sqrt(Ym**2 - 4 * delta_Y * c_example / s)
theta_low_fast = (Ym - root_term) / (2 * delta_Y)
theta_mid = (Ym + root_term) / (2 * delta_Y)
Y_mid = Ym - delta_Y * theta_mid
v_mid = J * Y_mid / n0
gain_mid = delta_Y * theta_mid / Y_mid
gain_low = delta_Y * theta_low_fast / (Ym - delta_Y * theta_low_fast)
growth_formula = v_mid / a * (np.sqrt(gain_mid) - 1)
base = theta_mid * deeper(centres / a)
plus = march_fast(base * 1.001, c_example, 800)
minus = march_fast(base * 0.999, c_example, 800)
window = np.array([3.0, 6.0]) * a / v_mid
gap = np.interp(window, *plus) - np.interp(window, *minus)
growth_measured = np.log(gap[1] / gap[0]) / (window[1] - window[0])
assert abs(growth_measured / growth_formula - 1) < 0.03
assert gain_low < 1 < gain_mid


def summary(state):
    metal, free = state[:2]
    Y = Ym * metal[0] + Yc * (1 - metal[0])
    v = J * Y / n0
    dose = n0 * dz * np.sum(free + s * (1 - metal))
    assert abs(dose / (c_example * J * mean_depth / v) - 1) < 5e-3
    bound = n0 * dz * np.sum(1 - metal)
    depth10 = np.interp(0.9, metal, centres)
    return dict(theta=1 - metal[0], Y=Y, v=v, phi=c_example / (s * Y),
                dose=dose, bound=bound, depth=depth10,
                at_mean=1 - np.interp(mean_depth, centres, metal),
                swelling=bound * (1 / n_nitride - 1 / n0))


L, H = summary(low), summary(high)

# Cascade mixing: rough displacement count, threshold and jump length
threshold, jump = 40.0, 0.5
displaced = 0.8 * ion_energy / (2 * threshold)
D_mix = J * displaced / (n0 * mean_depth) * jump**2 / 6
F = c_example * J


def mixed_inventory(v):
    """Finite-volume solution with recession and mixing."""
    count = 6000
    h = 40 * a / count
    z = (np.arange(count) + 0.5) * h
    d, half_v = D_mix / h, v / 2
    band = np.zeros((3, count))
    band[0, 1:] = half_v + d
    band[1] = -2 * d
    band[1, 0] = band[1, -1] = -half_v - d
    band[2, :-1] = d - half_v
    N = solve_banded((1, 1), band, -F * h * z * np.exp(-z / a) / a**2)
    return N[0], N.sum() * h


mix_change = []
for state in (L, H):
    v = state["v"]
    surface_N, dose = mixed_inventory(v)
    assert abs(surface_N * v / F - 1) < 2e-3
    assert abs(dose / (F * mean_depth / v + D_mix * F / v**2) - 1) < 3e-3
    mix_change.append(dose / (F * mean_depth / v) - 1)

# Other neglected effects
pressure, gas_T, target_T = 2e-7, 300.0, 350.0   # Torr, K, K
mass_N2 = 28.0 * const.atomic_mass
gas_flux = pressure * const.torr / np.sqrt(
    2 * np.pi * mass_N2 * const.k * gas_T) / 1e18
adsorption_bound = 2 * gas_flux / F
attempt, hop = 1e13, 0.2                          # 1/s, nm
barrier = const.k * target_T / const.e * np.log(
    attempt * hop**2 / (6 * H["v"] * mean_depth))
# Window if a nitrogen molecular ion removes half as much as an argon ion
weak_lower = c_lower / (1 + c_lower / 4)
weak_upper = c_upper / (1 + c_upper / 4)

print(f"Cr density, metal / nitride: {n0:.0f} / {n_nitride:.0f} nm^-3")
print(f"yield, metal / nitride: {Ym:.1f} / {Yc:.1f} Cr per ion")
print(f"depth scale a, mean depth: {a:.2f}, {mean_depth:.2f} nm")
print(f"ion energy: {ion_energy:.0f} eV; current: {current:.1f} mA/cm2")
print(f"ion flux J: {J:.2f} nm^-2 s^-1")
print(f"c: {c_example:.2f} N per ion; N2+ fraction: {c_example/2:.2f}")
print(f"implanted N flux F: {F:.2f} nm^-2 s^-1")
print(f"reaction constant k: {k_example:.1f} nm^3/s")
print(f"largest profile error in theta: {profile_error:.1e}")
print(f"fast-reaction window in c: {c_lower:.3f} to {c_upper:.3f}")
print(f"fast theta(0), low / middle: {theta_low_fast:.4f} / {theta_mid:.4f}")
print("finite-k theta(0), three roots: "
      + ", ".join(f"{1-m:.4f}" for m in roots[::-1]))
print(f"feedback A, low / middle: {gain_low:.3f} / {gain_mid:.3f}")
print(f"growth rate, formula: {growth_formula:.4f} s^-1")
print(f"growth rate, marched: {growth_measured:.4f} s^-1")
for name, q in (("bare history", L), ("nitrided history", H)):
    print(f"{name}: theta(0) = {q['theta']:.4f}, Y = {q['Y']:.4f}")
    print(f"  recession: {q['v']:.4f} nm/s; phi: {q['phi']:.4f}")
    print(f"  retained N: {q['dose']:.2f} nm^-2")
    print(f"  Cr bound as nitride: {q['bound']:.2f} nm^-2")
    print(f"  theta at mean depth: {q['at_mean']:.4f}")
    print(f"  depth of theta=0.1: {q['depth']:.3f} nm = {10*q['depth']:.2f} A")
    print(f"  added thickness by swelling: {q['swelling']:.3f} nm")
print(f"early removed depth: {20*dz:.3f} nm; time: {early[2][-1]:.3f} s")
print(f"early theta, surface / peak: {early_theta[0]:.4f} / "
      f"{early_theta.max():.4f}")
print(f"early peak depth: {centres[early_theta.argmax()]:.3f} nm")
print(f"N off, theta(0)<0.01 after: {clear_time:.2f} s, {clear_depth:.2f} nm")
for k in (0.01, 0.1, 1.0):
    found = steady_metal_fractions(c_example, k)
    print(f"k={k:.2f} nm^3/s: {len(found)} state(s), "
          f"lowest theta(0)={1-max(found):.4f}")
print(f"mixing: threshold {threshold:.0f} eV, jump {jump:.1f} nm")
print(f"displacements per ion: {displaced:.1f}; D: {D_mix:.3f} nm^2/s")
print(f"mixing dose gain, low / high: {100*mix_change[0]:.1f} / "
      f"{100*mix_change[1]:.1f} %")
print(f"residual N2: {pressure:.1e} Torr at {gas_T:.0f} K")
print(f"adsorbed/implanted N at unit sticking: {100*adsorption_bound:.1f} %")
print(f"target: {target_T:.0f} K; hop: {hop:.1f} nm, {attempt:.0e} s^-1")
print(f"barrier where migration matches recession: {barrier:.2f} eV")
print(f"nitrided surface N supersaturation: {100*(H['phi']-1):.1f} %")
print(f"window if N2+ yield is halved: {weak_lower:.3f} to {weak_upper:.3f}")
print("done: every assertion held")
```

Printed output:

```
Cr density, metal / nitride: 83 / 56 nm^-3
yield, metal / nitride: 1.2 / 0.3 Cr per ion
depth scale a, mean depth: 0.60, 1.20 nm
ion energy: 500 eV; current: 1.0 mA/cm2
ion flux J: 62.42 nm^-2 s^-1
c: 0.36 N per ion; N2+ fraction: 0.18
implanted N flux F: 22.47 nm^-2 s^-1
reaction constant k: 1.0 nm^3/s
largest profile error in theta: 3.2e-09
fast-reaction window in c: 0.300 to 0.400
fast theta(0), low / middle: 0.4558 / 0.8775
finite-k theta(0), three roots: 0.4554, 0.8796, 1.0000
feedback A, low / middle: 0.519 / 1.925
growth rate, formula: 0.1992 s^-1
growth rate, marched: 0.1992 s^-1
bare history: theta(0) = 0.4553, Y = 0.7902
  recession: 0.5943 nm/s; phi: 0.4556
  retained N: 45.37 nm^-2
  Cr bound as nitride: 45.00 nm^-2
  theta at mean depth: 0.1831
  depth of theta=0.1: 1.713 nm = 17.13 A
  added thickness by swelling: 0.261 nm
nitrided history: theta(0) = 1.0000, Y = 0.3000
  recession: 0.2256 nm/s; phi: 1.2000
  retained N: 119.52 nm^-2
  Cr bound as nitride: 114.02 nm^-2
  theta at mean depth: 0.4841
  depth of theta=0.1: 2.467 nm = 24.67 A
  added thickness by swelling: 0.662 nm
early removed depth: 0.120 nm; time: 0.133 s
early theta, surface / peak: 0.0054 / 0.0200
early peak depth: 0.537 nm
N off, theta(0)<0.01 after: 7.57 s, 4.11 nm
k=0.01 nm^3/s: 1 state(s), lowest theta(0)=0.2104
k=0.10 nm^3/s: 3 state(s), lowest theta(0)=0.4297
k=1.00 nm^3/s: 3 state(s), lowest theta(0)=0.4554
mixing: threshold 40 eV, jump 0.5 nm
displacements per ion: 5.0; D: 0.131 nm^2/s
mixing dose gain, low / high: 18.3 / 48.2 %
residual N2: 2.0e-07 Torr at 300 K
adsorbed/implanted N at unit sticking: 6.8 %
target: 350 K; hop: 0.2 nm, 1e+13 s^-1
barrier where migration matches recession: 0.79 eV
nitrided surface N supersaturation: 20.0 %
window if N2+ yield is halved: 0.279 to 0.364
done: every assertion held
```
